\section*{Two Magnons in the Spin-1/2 Ferromagnetic Chain: Continuum and Bound State}

\section{Problem}

An infinite chain of spins $1/2$ has the Hamiltonian
\begin{equation}
H=-J\sum_n\left(\mathbf S_n\cdot\mathbf S_{n+1}-\tfrac14\right),\qquad J>0,
\label{eq:H}
\end{equation}
with each bond counted once. We set $\hbar=1$. Momenta $k$, $q$ and $K$ are phases per lattice spacing. Let $|F\rangle$ be the state with all spins up; a flipped spin is a spin down.

\begin{enumerate}
\item[(a)] Find the energy of $|F\rangle$ and the energy $\varepsilon(k)$ of one magnon.
\item[(b)] For two flipped spins with total momentum $K$, derive the equation for the amplitude as a function of their separation $r$.
\item[(c)] Find the scattering states and the edges of the two-magnon continuum.
\item[(d)] Show that there is a bound state with energy $(J/2)(1-\cos K)$. For which $K$ does it exist, how far below the continuum does it lie, and is it the only one?
\item[(e)] How large is the bound pair? Show that no two-magnon state is missing from your list.
\item[(f)] Evaluate the results for the round model parameters $J=0.010$ eV and lattice spacing 3 \AA.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Compare $\mathbf S_i\cdot\mathbf S_j$ with the operator $P_{ij}$ that exchanges the two spins, in the singlet and in the triplet.
\item[(b)] Count the bonds that join an up spin to a down spin. The count differs when the flipped spins are neighbours. Then split off a plane wave in the centre of the pair.
\item[(c)] Let the equation for distant spins hold at $r=1$ too, by introducing a fictitious amplitude at $r=0$. The true equation at $r=1$ becomes a boundary condition.
\item[(d)] Away from the end, the equation is a recurrence with constant coefficients. Ask when it has a decaying solution.
\item[(e)] Sum the products of scattering amplitudes at $r$ and $r'$ over all $q$, and turn the integral into one around the unit circle.
\end{enumerate}

\section{Solution}

\subsection*{(a) One magnon}

In a triplet $\mathbf S_i\cdot\mathbf S_j=\tfrac14$ and $P_{ij}=1$; in the singlet $\mathbf S_i\cdot\mathbf S_j=-\tfrac34$ and $P_{ij}=-1$. In both cases $\mathbf S_i\cdot\mathbf S_j-\tfrac14=\tfrac12(P_{ij}-1)$, so
\begin{equation}
H=\frac J2\sum_n\left(1-P_{n,n+1}\right).
\label{eq:HP}
\end{equation}
Exchanging equal spins changes nothing, hence $H|F\rangle=0$. No term of the sum has a negative eigenvalue, so $|F\rangle$ is a ground state.

A bond between unlike spins contributes $J/2$ to the diagonal and $-J/2$ times the exchanged configuration. One flipped spin touches two such bonds. Its amplitude $\psi(n)$ obeys
\begin{equation}
\varepsilon\,\psi(n)=J\psi(n)-\frac J2\left[\psi(n-1)+\psi(n+1)\right].
\end{equation}
With $\psi(n)=e^{ikn}$ the bracket equals $2\cos k\,\psi(n)$, and
\begin{equation}
\varepsilon(k)=J(1-\cos k).
\end{equation}

\subsection*{(b) The equation for the separation}

Let $\psi(n_1,n_2)$, with $n_1<n_2$, be the amplitude for flipped spins at $n_1$ and $n_2$. If they are not neighbours, four bonds join unlike spins:
\begin{multline}
E\psi(n_1,n_2)=2J\psi(n_1,n_2)-\frac J2\big[\psi(n_1-1,n_2)+\psi(n_1+1,n_2)\\
+\psi(n_1,n_2-1)+\psi(n_1,n_2+1)\big].
\end{multline}
If they are neighbours, the bond between them joins like spins, and two unlike bonds remain:
\begin{equation}
E\psi(n,n+1)=J\psi(n,n+1)-\frac J2\left[\psi(n-1,n+1)+\psi(n,n+2)\right].
\end{equation}
Neighbouring flips thus have a diagonal energy lower by $J$. This is the attraction. Against it works the exclusion: two flips cannot share a site, so a neighbouring pair has fewer ways to hop.

Translation symmetry allows the form
\begin{equation}
\psi(n_1,n_2)=e^{iK(n_1+n_2)/2}\,\varphi(r),\qquad r=n_2-n_1\ge1 .
\end{equation}
The separation grows to $r+1$ in two ways, $n_1\to n_1-1$ and $n_2\to n_2+1$, with phases $e^{-iK/2}$ and $e^{iK/2}$. Their sum is $2\cos(K/2)$. The two ways to reach $r-1$ give the same sum. With $c=\cos(K/2)$,
\begin{align}
E\varphi(r)&=2J\varphi(r)-Jc\left[\varphi(r+1)+\varphi(r-1)\right],\quad r\ge2,
\label{eq:bulk}\\
E\varphi(1)&=J\varphi(1)-Jc\,\varphi(2).
\label{eq:end}
\end{align}
Raising $K$ by $2\pi$ changes the sign of $c$ and multiplies the plane wave by $(-1)^{n_1+n_2}=(-1)^r$, which can be absorbed in $\varphi$. We therefore take $-\pi<K\le\pi$, where $c\ge0$.

This is one particle on a half-line, with hopping strength $Jc$ and an end site lowered by $J$. The hopping depends on $K$ because the two ways of changing $r$ interfere.

For $c>0$, define $\varphi(0)$ by demanding that (\ref{eq:bulk}) also hold at $r=1$:
\begin{equation}
E\varphi(1)=2J\varphi(1)-Jc\left[\varphi(2)+\varphi(0)\right].
\end{equation}
Subtracting (\ref{eq:end}) gives $0=J\varphi(1)-Jc\,\varphi(0)$, that is,
\begin{equation}
\varphi(1)=c\,\varphi(0).
\label{eq:bc}
\end{equation}

\subsection*{(c) Scattering states}

Waves $e^{\pm iqr}$ solve (\ref{eq:bulk}) with
\begin{equation}
E=2J(1-c\cos q)=\varepsilon\!\left(\tfrac K2+q\right)+\varepsilon\!\left(\tfrac K2-q\right).
\label{eq:cont}
\end{equation}
The second equality follows from $\cos(\tfrac K2+q)+\cos(\tfrac K2-q)=2c\cos q$. The energy is that of two free magnons; the interaction enters the wave function alone.

Try $\varphi(r)=A\sin(qr)+B\sin[q(r-1)]$. Then $\varphi(0)=-B\sin q$ and $\varphi(1)=A\sin q$, so (\ref{eq:bc}) requires $A=-cB$. Choosing $B=-1$,
\begin{equation}
\varphi_q(r)=c\sin(qr)-\sin[q(r-1)],\qquad 0<q<\pi .
\label{eq:scat}
\end{equation}
Changing $q$ to $-q$ only reverses the sign, so this range of $q$ suffices. At $c=0$ the function vanishes at $r=1$ and solves (\ref{eq:bulk}) and (\ref{eq:end}) with $E=2J$, so (\ref{eq:scat}) holds there too. As $\cos q$ runs between $1$ and $-1$, the continuum extends from $2J(1-c)$ to $2J(1+c)$.

\subsection*{(d) The bound state}

Take first $c>0$. A solution $\varphi\propto\alpha^r$ of (\ref{eq:bulk}) requires
\begin{equation}
\alpha+\frac1\alpha=\frac{2J-E}{Jc}.
\label{eq:alpha}
\end{equation}
The product of the two roots is 1. There are three cases.
\begin{itemize}
\item Inside the continuum the right side lies between $-2$ and $2$. Both roots lie on the unit circle and no solution decays.
\item At an edge there is a double root $\alpha=\pm1$, with solutions $(\pm1)^r(a+br)$. None is square-summable.
\item Outside, the roots are real and one of them has $|\alpha|<1$. A normalizable state must be $\varphi(r)=\alpha^{r-1}$ with this root.
\end{itemize}
In the last case $\varphi(1)=1$ and $\varphi(0)=1/\alpha$, so (\ref{eq:bc}) gives $\alpha=c$. This is admissible if $c<1$, which means $K\ne0$. There is then one bound state and no other. From (\ref{eq:alpha}),
\begin{equation}
E_B=2J-Jc\left(c+\frac1c\right)=J(1-c^2)=J\sin^2\frac K2=\frac J2(1-\cos K).
\label{eq:EB}
\end{equation}
Its distance below the lower edge of the continuum is
\begin{align}
\Delta&=2J(1-c)-J(1-c)(1+c)=J(1-c)\left[2-(1+c)\right]\nonumber\\
&=J(1-c)^2=4J\sin^4\frac K4>0\qquad(K\neq0),
\label{eq:gap}
\end{align}
where $1-\cos(K/2)=2\sin^2(K/4)$ was used.

Why is any nonzero $K$ enough? If the end site were lowered by $V$ instead of $J$, the boundary condition would read $V\varphi(1)=Jc\,\varphi(0)$, giving $\alpha=Jc/V$. Binding below the continuum needs $V>Jc$. Here $V=J$, and the condition becomes $c<1$. Interference weakens the hopping at every nonzero $K$, while the attraction stays the same.

The two ends of the momentum range deserve separate attention.

\emph{At $K=\pi$}, $c=0$ and the separation cannot change. Equation (\ref{eq:end}) gives a state of neighbouring flips with $E=J$; all larger separations have $E=2J$. The continuum has shrunk to one energy, and (\ref{eq:EB}) and (\ref{eq:gap}) still hold.

\emph{At $K=0$}, $c=1$ and the candidate is $\varphi(r)=1$, with $E=0$. It is not normalizable on the infinite chain, and its energy coincides with the continuum edge. The claim that the bound state lies below the continuum therefore holds for all $K\neq0$ and fails at $K=0$. The constant amplitude is what results from applying the total-spin lowering operator twice to $|F\rangle$. Since $H$ commutes with the total spin, its energy must be that of $|F\rangle$.

Near $K=0$, $\sin(K/4)\approx K/4$ gives $\Delta\approx JK^4/64$. At $K=0.2$ the computed gap is 0.998 of this value.

\subsection*{(e) Size of the pair and completeness}

Since $\sum_{r\ge1}c^{2(r-1)}=1/(1-c^2)$, the probability of separation $r$ is
\begin{equation}
P(r)=(1-c^2)\,c^{2(r-1)} .
\label{eq:P}
\end{equation}
The flips are neighbours with probability $P(1)=\sin^2(K/2)$. Using $\sum_{r\ge1} r x^{r-1}=(1-x)^{-2}$ with $x=c^2$,
\begin{equation}
\langle r\rangle=\frac{1}{1-c^2}=\frac1{\sin^2(K/2)} .
\end{equation}
The pair is tight at $K=\pi$ and grows as $4/K^2$ when $K\to0$.

For completeness, put $g=c-e^{-iq}$. Then $\varphi_q(r)=\mathrm{Im}(g\,e^{iqr})$ and $|g|^2=1+c^2-2c\cos q$. The identity $\mathrm{Im}A\,\mathrm{Im}B=\tfrac12\mathrm{Re}(AB^*-AB)$ gives
\begin{equation}
\frac{\varphi_q(r)\varphi_q(r')}{|g|^2}=\frac12\,\mathrm{Re}\left[e^{iq(r-r')}-\frac{g}{g^*}e^{iq(r+r')}\right].
\end{equation}
Changing $q$ to $-q$ conjugates the bracket, so its imaginary part drops out over a symmetric range:
\begin{equation}
\frac2\pi\int_0^\pi\! dq\,\frac{\varphi_q(r)\varphi_q(r')}{|g|^2}
=\delta_{rr'}-\frac1{2\pi}\int_{-\pi}^{\pi}\! dq\,\frac g{g^*}e^{iq(r+r')} .
\end{equation}
With $z=e^{iq}$ we have $dq=dz/(iz)$, $g=(cz-1)/z$ and $g^*=c-z$. The last term, without its minus sign, is
\begin{equation}
\frac1{2\pi i}\oint dz\,z^{r+r'-2}\,\frac{1-cz}{z-c}=(1-c^2)\,c^{r+r'-2},\qquad 0\le c<1 .
\end{equation}
Because $r+r'\ge2$, the pole at $z=c$ is the only one inside the circle. The result is the product of normalized bound-state amplitudes at $r$ and $r'$. Scattering states and bound state together therefore give $\delta_{rr'}$, and nothing is missing. At $K=0$, $g/g^*=-e^{-iq}$ and the integral vanishes, so the scattering states are complete by themselves.

\subsection*{(f) Numbers}

At $K=\pi/2$, $c=0.7071$ and
\begin{align}
E_B&=\tfrac12(0.010)(1-0)=0.00500\ \text{eV},\\
2J(1-c)&=2(0.010)(0.2929)=0.00586\ \text{eV},\\
\Delta&=(0.010)(0.2929)^2=0.00086\ \text{eV}.
\end{align}
In atomic units $E_B=1.837\times10^{-4}$ and $\Delta=3.15\times10^{-5}$ hartree. The mean separation is $3/0.5=6$ \AA. Other momenta follow in the same way:

\begin{center}
\begin{tabular}{ccccc}
$K$ & $E_B$ (eV) & edge (eV) & $\Delta$ (eV) & size (\AA)\\
\hline
$\pi/3$ & 0.00250 & 0.00268 & 0.00018 & 12\\
$\pi/2$ & 0.00500 & 0.00586 & 0.00086 & 6\\
$2\pi/3$ & 0.00750 & 0.01000 & 0.00250 & 4\\
$\pi$ & 0.01000 & 0.02000 & 0.01000 & 3
\end{tabular}
\end{center}

Here ``edge'' is the lower continuum edge and ``size'' the mean separation. As an independent numerical check, a ring of 101 spins was diagonalized in the two-flip sector. At $K=2\pi\cdot25/101$ its lowest level is 0.004922 eV, in agreement with (\ref{eq:EB}).

\section{Two variations}

\subsection*{Variation 1: the opposite sign of the coupling}

\emph{Let $J=-J'$ with $J'>0$. Where is the bound state of two flips in the polarized state now?}

The Hamiltonian is minus the ferromagnetic one with coupling $J'$. The eigenstates are unchanged and all energies change sign. The continuum runs from $-2J'(1+c)$ to $-2J'(1-c)$, and the bound state has energy $-J'(1-c^2)$. For $K\ne0$ it lies above the upper edge by $J'(1-c)^2$.

Neighbouring flips now repel, yet a bound state survives. On a lattice the continuum at given $K$ has an upper edge, and for $K\ne0$ the bound state lies above it. No separated pair has the same energy and total momentum, so the bound pair cannot break up. A pair that merely starts on neighbouring sites is only partly in this state: the eigenstates are those of the ferromagnet, so the fraction found in Variation 2 applies here too. The polarized state now has the highest energy of $H$, which it shares with the other states of maximal total spin; it is not a ground state. A uniform field along the polarization shifts all two-flip energies equally and leaves the position of the bound state relative to the continuum unchanged.

\subsection*{Variation 2: flipping two neighbouring spins}

\emph{In the ferromagnet, two neighbouring spins are flipped at definite sites. What fraction of this state is bound?}

A pair at definite sites contains all total momenta with equal weight $dK/2\pi$. At each $K$ the overlap with the bound state has squared magnitude $P(1)=\sin^2(K/2)$. The bound fraction is
\begin{equation}
\int_{-\pi}^{\pi}\frac{dK}{2\pi}\,\sin^2\frac K2=\frac12 .
\end{equation}
By completeness the other half consists of scattering states. Both fractions are constant in time, because they are weights on eigenstates of $H$. If the flips start two sites apart, $P(2)=\sin^2(K/2)\cos^2(K/2)=\tfrac14\sin^2K$ replaces $P(1)$, and the bound fraction falls to $1/8$.

\section*{Computed results}
\begin{verbatim}
exchange J = 0.010 eV
lattice spacing = 3.0 angstrom
K = pi/3: c = cos(K/2) = 0.866025
  bound energy, formula = 0.00250000 eV
  bound energy, diagonalized = 0.00250000 eV
  continuum lower edge = 0.00267949 eV
  continuum upper edge = 0.03732051 eV
  gap below continuum = 0.00017949 eV
  nearest-neighbour probability = 0.250000
  mean separation = 12.0000 angstrom
K = pi/2: c = cos(K/2) = 0.707107
  bound energy, formula = 0.00500000 eV
  bound energy, diagonalized = 0.00500000 eV
  continuum lower edge = 0.00585786 eV
  continuum upper edge = 0.03414214 eV
  gap below continuum = 0.00085786 eV
  nearest-neighbour probability = 0.500000
  mean separation = 6.0000 angstrom
K = 2pi/3: c = cos(K/2) = 0.500000
  bound energy, formula = 0.00750000 eV
  bound energy, diagonalized = 0.00750000 eV
  continuum lower edge = 0.01000000 eV
  continuum upper edge = 0.03000000 eV
  gap below continuum = 0.00250000 eV
  nearest-neighbour probability = 0.750000
  mean separation = 4.0000 angstrom
K = pi: c = cos(K/2) = 0.000000
  bound energy, formula = 0.01000000 eV
  bound energy, diagonalized = 0.01000000 eV
  continuum lower edge = 0.02000000 eV
  continuum upper edge = 0.02000000 eV
  gap below continuum = 0.01000000 eV
  nearest-neighbour probability = 1.000000
  mean separation = 3.0000 angstrom
K = pi/2 bound energy = 1.837466e-04 hartree
K = pi/2 gap = 3.152593e-05 hartree
gap / (J K^4/64) at K = 0.2: 0.99833
ring: 101 sites, K = 2 pi 25/101 = 1.555244 rad
  ring lowest level = 0.0049222409 eV
  infinite-chain formula = 0.0049222409 eV
ring lowest level at K = 0: 0.0000000000 eV
completeness, largest error below 1e-7: True
\end{verbatim}
